# The gap of a honeycomb lattice with unequal sublattice energies: a numerical check

```python
"""Honeycomb lattice with site energies +D/2 (sublattice A) and -D/2 (B).

Result under test: with equal nearest-neighbour hopping -t the bands are
    E = +/- sqrt(D^2/4 + t^2 |f(k)|^2),  f(k) = sum over bonds of exp(i k.d),
so the gap is |D| and lies at the zone corners K and K' only.
Symbols: a = bond length, D = sublattice energy difference (splitting),
hv = hbar times velocity = 3 t a / 2, q = wave vector measured from K.
Energies are in eV, lengths in nm, wave vectors in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

# Chosen round parameters, rough regime of graphene on aligned boron nitride
t = 2.7
a = 0.142
D = 0.05
temperature = 300.0
field_MV_cm = 0.01
t_second = 0.1
bond_excess = 0.02
moire_period = 14.0
moire_amplitude = 0.01
dielectric_constant = 2.5

half = D / 2
hv = 1.5 * t * a
kT = const.k * temperature / const.e
root3 = np.sqrt(3.0)
bonds = a * np.array([[0, 1], [root3 / 2, -0.5], [-root3 / 2, -0.5]])
lattice = a * np.array([[root3, 0], [root3 / 2, 1.5]])
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T
K = np.array([4 * np.pi / (3 * root3 * a), 0.0])
M = reciprocal[0] / 2
Gamma = np.zeros(2)


def hamiltonian(k, split=D, hops=(1, 1, 1), second=0.0):
    """Bloch matrix; hops scales the three bonds, second is the A-A, B-B hop."""
    k = np.asarray(k, dtype=float)
    f = np.exp(1j * (k @ bonds.T)) @ np.array(hops, dtype=float)
    vectors = np.array([lattice[0], lattice[1], lattice[0] - lattice[1]])
    shift = -second * 2 * np.cos(k @ vectors.T).sum(axis=-1)
    h = np.zeros(k.shape[:-1] + (2, 2), dtype=complex)
    h[..., 0, 0] = shift + split / 2
    h[..., 1, 1] = shift - split / 2
    h[..., 0, 1] = -t * f
    h[..., 1, 0] = -t * np.conj(f)
    return h


def levels(k, **options):
    return np.linalg.eigvalsh(hamiltonian(k, **options))


def direct_gap(k, **options):
    e = levels(k, **options)
    return e[..., 1] - e[..., 0]


def band_formula(k, split=D):
    """Upper band from the derived cosine expression."""
    p = np.asarray(k) @ lattice.T
    f2 = 3 + 2 * (np.cos(p[..., 0]) + np.cos(p[..., 1])
                  + np.cos(p[..., 0] - p[..., 1]))
    return np.sqrt(split**2 / 4 + t**2 * np.maximum(f2, 0))


def zone_grid(n):
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    return np.stack([i.ravel(), j.ravel()], axis=1) / n @ reciprocal


def crystal_levels(n):
    """Diagonalize a periodic n x n crystal built from atomic positions."""
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    site_a = np.stack([i.ravel(), j.ravel()], axis=1) @ lattice
    site_b = site_a + bonds[0]
    frac = (site_b[None] - site_a[:, None]) @ np.linalg.inv(n * lattice)
    frac -= np.round(frac)
    distance = np.linalg.norm(frac @ (n * lattice), axis=-1)
    joined = np.abs(distance - a) < 1e-6
    assert np.all(joined.sum(axis=1) == 3)
    hop = -t * joined
    one = np.eye(n * n)
    return np.linalg.eigvalsh(np.block([[half * one, hop],
                                        [hop.T, -half * one]]))


# Real-space crystals against the band formula
crystal_gap = {}
for n in (12, 10):
    e = crystal_levels(n)
    upper = band_formula(zone_grid(n))
    assert np.allclose(e, np.sort(np.r_[upper, -upper]), atol=1e-7)
    crystal_gap[n] = e[n * n] - e[n * n - 1]
assert abs(crystal_gap[12] - D) < 1e-9
assert crystal_gap[10] > 2 * D

# Whole-zone scan: size of the gap and number of points where it is reached
grid = zone_grid(300)
for split in (D, 1.0, 6.0, -D):
    e = levels(grid, split=split)
    assert abs(e[:, 1].min() - e[:, 0].max() - abs(split)) < 1e-9
    touching = grid[e[:, 1] - e[:, 0] < abs(split) + 1e-9]
    assert len(touching) == 2
    turns = np.sort(np.round(touching @ lattice.T / (2 * np.pi) * 3) % 3, axis=1)
    assert np.all(turns == [1, 2])

# Free searches from random starting points end at a corner
rng = np.random.default_rng(4)


def search(start, size, **options):
    simplex = start + size * np.array([[0, 0], [1, 0], [0, 1]])
    return minimize(lambda k: direct_gap(k, **options), start,
                    method="Nelder-Mead",
                    options=dict(initial_simplex=simplex, xatol=1e-7,
                                 fatol=1e-13, maxiter=1000))


for start in rng.random((12, 2)) @ reciprocal:
    found = search(start, 1.0)
    assert abs(found.fun - D) < 1e-9
    thirds = (found.x @ lattice.T) / (2 * np.pi) * 3
    assert np.allclose(thirds, np.round(thirds), atol=1e-3)
    assert sorted(np.round(thirds) % 3) == [1, 2]

# Sublattice content of the states
weight_K = np.abs(np.linalg.eigh(hamiltonian(K))[1][0])**2
assert weight_K[1] > 1 - 1e-9 and weight_K[0] < 1e-9
q_mix = half / hv
k_mix = K + np.array([0, q_mix])
e_mix, states = np.linalg.eigh(hamiltonian(k_mix))
weight_mix = abs(states[0, 1])**2
assert abs(weight_mix - (1 + half / e_mix[1]) / 2) < 1e-9
assert abs(e_mix[1] - np.hypot(half, hv * q_mix)) < 0.01 * half

# Band-edge mass from numerical curvature in two directions
hbar2_over_m0 = const.hbar**2 / (const.m_e * const.e) * 1e18
velocity = hv * const.e * 1e-9 / const.hbar
mass = half * const.e / velocity**2 / const.m_e
step = 1e-3
for direction in np.eye(2):
    e = [levels(K + s * step * direction)[1] for s in (-1, 0, 1)]
    curvature = (e[0] - 2 * e[1] + e[2]) / step**2
    assert abs(hbar2_over_m0 / curvature / mass - 1) < 1e-3

# Thermal energies: departure from a parabola and from circular contours
q_thermal = np.sqrt((half + kT)**2 - half**2) / hv
q_ratio = q_thermal / (np.sqrt(2 * half * kT) / hv)
qx = np.array([q_thermal, 0])
warping = abs(levels(K + qx)[1] - levels(K - qx)[1])
assert warping < 0.05 * (half + kT)

# Equal second-neighbour hopping leaves the gap; its weight in the curvature
e = levels(grid, second=t_second)
gap_second = e[:, 1].min() - e[:, 0].max()
assert abs(gap_second - D) < 1e-9
at_K = levels(K, second=t_second)
assert abs(at_K[1] - e[:, 1].min()) < 1e-9
assert abs(at_K[0] - e[:, 0].max()) < 1e-9
curvature_share = t_second / (t**2 / D)

# One bond stronger: the gap keeps its size but leaves K
uneven = (1 + bond_excess, 1, 1)
moved = search(K, 0.1, hops=uneven)
shift = np.linalg.norm(moved.x - K)
assert abs(moved.fun - D) < 1e-9
assert abs(shift / (2 * bond_excess / (3 * a)) - 1) < 0.02
gap_old_K = direct_gap(K, hops=uneven)
assert gap_old_K > D

# One hop larger than the sum of the others: no zero of f, larger gap
e = levels(grid, hops=(2.2, 1, 1))
gap_broken = e[:, 1].min() - e[:, 0].max()
assert abs(gap_broken - 2 * np.hypot(half, 0.2 * t)) < 1e-9


# Thermal electrons at midgap chemical potential: cone integral, lattice sum
def cone_density(edge):
    def integrand(x):
        return 2 * x / (np.pi * hv**2) / (np.exp(x / kT) + 1)
    return quad(integrand, edge, edge + 40 * kT)[0]


n_thermal = cone_density(half)
n_gapless = cone_density(0.0)
n_grid = 3000
angle = 2 * np.pi * np.arange(n_grid) / n_grid
total = 0.0
for p in angle:
    f2 = 3 + 2 * (np.cos(p) + np.cos(angle) + np.cos(p - angle))
    energy = np.sqrt(half**2 + t**2 * np.maximum(f2, 0))
    total += np.sum(1 / (np.exp(energy / kT) + 1))
cell_area = abs(np.linalg.det(lattice))
n_lattice = 2 * total / n_grid**2 / cell_area
assert abs(n_lattice / n_thermal - 1) < 5e-3

# Interband tunnelling: formula against propagation of a state through K
force = field_MV_cm * 0.1  # eV/nm
p_formula = np.exp(-np.pi * half**2 / (hv * force))
q_end, n_steps = 0.6, 20000
dq = 2 * q_end / n_steps
q_mid = -q_end + dq * (np.arange(n_steps) + 0.5)
h_path = hamiltonian(K + np.stack([q_mid, 0 * q_mid], axis=1))
e_path = np.sqrt(np.abs(h_path[:, 0, 0])**2 + np.abs(h_path[:, 0, 1])**2)
phase = e_path * dq / force
moves = (np.cos(phase)[:, None, None] * np.eye(2)
         - 1j * (np.sin(phase) / e_path)[:, None, None] * h_path)
psi = np.linalg.eigh(hamiltonian(K - [q_end, 0]))[1][:, 0]
for u in moves:
    psi = u @ psi
final_upper = np.linalg.eigh(hamiltonian(K + [q_end, 0]))[1][:, 1]
p_numeric = abs(np.vdot(final_upper, psi))**2
assert abs(p_numeric / p_formula - 1) < 0.02


# Moire modulation in the cone model, six waves of equal amplitude
def moire_gap(kind):
    g = 4 * np.pi / (root3 * moire_period)
    basis = g * np.array([[1, 0], [0.5, root3 / 2]])

    def ring(n1, n2):
        return max(abs(n1), abs(n2), abs(n1 + n2))
    waves = [(i, j) for i in range(-3, 4) for j in range(-3, 4)
             if ring(i, j) <= 3]
    sx = np.array([[0, 1], [1, 0]])
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1, -1])
    coupling = moire_amplitude * (np.eye(2) if kind == "scalar" else sz)
    h = np.zeros((2 * len(waves), 2 * len(waves)), dtype=complex)
    for r, w in enumerate(waves):
        for c, x in enumerate(waves):
            block = slice(2 * r, 2 * r + 2), slice(2 * c, 2 * c + 2)
            if r == c:
                q = np.array(w) @ basis
                h[block] = hv * (q[0] * sx + q[1] * sy) + half * sz
            elif ring(w[0] - x[0], w[1] - x[1]) == 1:
                h[block] = coupling
    e = np.linalg.eigvalsh(h)
    return e[len(waves)] - e[len(waves) - 1]


gap_scalar, gap_odd = moire_gap("scalar"), moire_gap("odd")
assert abs(gap_scalar / D - 1) < 0.05 and abs(gap_odd / D - 1) < 0.05

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
coupling_strength = coulomb / (dielectric_constant * hv)


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("hopping t", t, "eV", ".2f")
show("bond length a", a, "nm", ".3f")
show("sublattice energy difference", D, "eV", ".3f")
show("temperature", temperature, "K", ".0f")
show("length of K", K[0], "1/nm", ".3f")
show("direct gap at K", direct_gap(K), "eV", ".6f")
show("direct gap at K'", direct_gap(-K), "eV", ".6f")
show("direct gap at M", direct_gap(M), "eV")
show("direct gap at Gamma", direct_gap(Gamma), "eV")
show("gap of 12x12 crystal (contains K)", crystal_gap[12], "eV", ".6f")
show("gap of 10x10 crystal (misses K)", crystal_gap[10], "eV")
show("A weight, upper state at K", weight_K[1])
show("A weight, lower state at K", weight_K[0])
show("hbar v", hv, "eV nm")
show("velocity v", velocity, "m/s", ".3e")
show("band-edge mass / electron mass", mass, "", ".5f")
show("q where hbar v q = half splitting", q_mix, "1/nm")
show("upper energy at that q (along y)", e_mix[1], "eV", ".5f")
show("A weight, upper state at that q", weight_mix)
show("kT", kT, "eV", ".5f")
show("gap / kT", D / kT, "", ".2f")
show("q at kT above the edge", q_thermal, "1/nm")
show("that q / parabolic-band q", q_ratio, "", ".3f")
show("warping: energy difference at +q and -q", warping * 1e3, "meV", ".3f")
show("thermal electrons, cone integral", n_thermal * 1e14, "1/cm2", ".3e")
show("thermal electrons, lattice sum", n_lattice * 1e14, "1/cm2", ".3e")
show("thermal electrons without gap", n_gapless * 1e14, "1/cm2", ".3e")
show("density ratio, gapped / gapless", n_thermal / n_gapless, "", ".3f")
show("field", field_MV_cm, "MV/cm", ".3f")
show("tunnelling probability, formula", p_formula)
show("tunnelling probability, propagated", p_numeric)
show("second-neighbour hopping", t_second, "eV", ".2f")
show("gap with second-neighbour hopping", gap_second, "eV", ".6f")
show("its share of band-edge curvature", 100 * curvature_share, "%", ".3f")
show("excess of one hopping", 100 * bond_excess, "%", ".1f")
show("gap with that excess", moved.fun, "eV", ".6f")
show("distance of gap from K", shift, "1/nm")
show("direct gap left at K", gap_old_K, "eV")
show("gap with one hopping 2.2 t", gap_broken, "eV")
show("moire period", moire_period, "nm", ".1f")
show("moire amplitude per wave", moire_amplitude, "eV", ".3f")
show("gap with scalar moire", gap_scalar * 1e3, "meV", ".2f")
show("gap with sublattice-odd moire", gap_odd * 1e3, "meV", ".2f")
show("dielectric constant", dielectric_constant, "", ".1f")
show("Coulomb coupling strength", coupling_strength, "", ".2f")
print("success")
```

Output:

```
hopping t: 2.70 eV
bond length a: 0.142 nm
sublattice energy difference: 0.050 eV
temperature: 300 K
length of K: 17.031 1/nm
direct gap at K: 0.050000 eV
direct gap at K': 0.050000 eV
direct gap at M: 5.4002 eV
direct gap at Gamma: 16.2001 eV
gap of 12x12 crystal (contains K): 0.050000 eV
gap of 10x10 crystal (misses K): 2.0632 eV
A weight, upper state at K: 1.0000
A weight, lower state at K: 0.0000
hbar v: 0.5751 eV nm
velocity v: 8.737e+05 m/s
band-edge mass / electron mass: 0.00576
q where hbar v q = half splitting: 0.0435 1/nm
upper energy at that q (along y): 0.03536 eV
A weight, upper state at that q: 0.8536
kT: 0.02585 eV
gap / kT: 1.93
q at kT above the edge: 0.0770 1/nm
that q / parabolic-band q: 1.232
warping: energy difference at +q and -q: 0.211 meV
thermal electrons, cone integral: 8.500e+10 1/cm2
thermal electrons, lattice sum: 8.502e+10 1/cm2
thermal electrons without gap: 1.058e+11 1/cm2
density ratio, gapped / gapless: 0.803
field: 0.010 MV/cm
tunnelling probability, formula: 0.0329
tunnelling probability, propagated: 0.0329
second-neighbour hopping: 0.10 eV
gap with second-neighbour hopping: 0.050000 eV
its share of band-edge curvature: 0.069 %
excess of one hopping: 2.0 %
gap with that excess: 0.050000 eV
distance of gap from K: 0.0942 1/nm
direct gap left at K: 0.1190 eV
gap with one hopping 2.2 t: 1.0812 eV
moire period: 14.0 nm
moire amplitude per wave: 0.010 eV
gap with scalar moire: 49.32 meV
gap with sublattice-odd moire: 49.21 meV
dielectric constant: 2.5
Coulomb coupling strength: 1.00
success
```
